# Anisotropic Momentum Relaxation by Screened Impurities in a Germanium-Like Valley: test program

```python
"""Ionized-impurity relaxation in an ellipsoidal valley, Hartree atomic units.
Result under test: tau_l/tau_t exceeds ten in the weak-screening limit for
mass ratio r = m_l/m_t = 20, so the valley mobility anisotropy falls below r.
eta = q_s^2/(2 m_t E) measures screening. Subscripts l and t mean along and
across the valley axis. Reduced times are multiplied by the rate Gamma_0:
Gamma_0 = 16 pi n_i sqrt(m_l)/(epsilon^2 m_t (2E)^(3/2)).
The full solution uses odd harmonics; one harmonic is only an estimate.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import gamma, roots_genlaguerre


def unit_gauss(count):
    nodes, weights = np.polynomial.legendre.leggauss(count)
    return (nodes + 1) / 2, weights / 2


DIRECTION, DIRECTION_W = unit_gauss(36)
LOG_NODE, LOG_W = unit_gauss(80)
CIRCLE = (np.arange(24) + 0.5) * np.pi / 24


def harmonic_times(ratio, eta):
    """Closed angular formula for the one-harmonic reduced times."""
    n, w = unit_gauss(200)
    g = 1 + (ratio - 1) * n**2
    b = 4 * g / eta
    h = np.log1p(b) - b / (1 + b)
    rate_l = 3 / 8 * np.sum(w * n**2 * h / g**2)
    rate_t = 3 / 8 * np.sum(w * (1 - n**2) / 2 * h / g**2)
    return np.array([1 / rate_l, 1 / rate_t])


def odd_basis(x, y, z, order, size):
    """Odd Legendre functions (order 0) or their transverse partners."""
    previous, current = np.ones_like(z), z.copy()
    d_previous, d_current = np.zeros_like(z), np.ones_like(z)
    result = []
    for degree in range(1, 2 * size):
        if degree % 2 == 1:
            if order == 0:
                result.append(current)
            else:
                scale = degree * (degree + 1) / 2
                result.append((x + 1j * y) * d_current / scale)
        following = ((2 * degree + 1) * z * current
                     - degree * previous) / (degree + 1)
        d_following = d_previous + (2 * degree + 1) * current
        previous, current = current, following
        d_previous, d_current = d_current, d_following
    return np.array(result)


def collision_matrix(ratio, eta, order, size=9):
    """Dissipation matrix integrated over differences of unit vectors."""
    n = DIRECTION[:, None, None]
    sn = np.sqrt(1 - n**2)
    g = 1 + (ratio - 1) * n**2
    length = np.log1p(4 * g / eta)
    t = length * LOG_NODE[None, :, None]
    distance2 = eta / g * np.expm1(t)
    half = np.sqrt(distance2) / 2
    radius = np.sqrt(np.maximum(1 - distance2 / 4, 0))
    cp, sp = np.cos(CIRCLE), np.sin(CIRCLE)
    cx, cy, cz = -radius * n * cp, radius * sp, radius * sn * cp
    first = odd_basis((cx + half * sn).ravel(), cy.ravel(),
                      (cz + half * n).ravel(), order, size)
    second = odd_basis((cx - half * sn).ravel(), cy.ravel(),
                       (cz - half * n).ravel(), order, size)
    difference = first - second
    weight = (DIRECTION_W[:, None, None] * LOG_W[None, :, None]
              * length * np.exp(-t) / (4 * g * eta) / len(CIRCLE))
    weight = np.broadcast_to(weight, cx.shape).ravel()
    return 0.5 * np.real((difference.conj() * weight) @ difference.T)


def inverse_first(matrix):
    source = np.zeros(len(matrix))
    source[0] = 1
    return np.linalg.solve(matrix, source)[0]


def full_times(ratio, eta, size=9):
    longitudinal = inverse_first(collision_matrix(ratio, eta, 0, size)) / 3
    transverse = inverse_first(collision_matrix(ratio, eta, 1, size)) * 2 / 3
    return np.array([longitudinal, transverse])


def grid_times(ratio, eta, count=900):
    """Solve the integral equation directly on a polar grid."""
    z, w = np.polynomial.legendre.leggauss(count)
    s = np.sqrt(1 - z**2)
    q = 2 * np.outer(s, s)
    gap = ((s[:, None] - s[None, :])**2
           + ratio * (z[:, None] - z[None, :])**2 + eta)
    p = gap + q
    denominator = (gap * (p + q))**1.5
    even = p / denominator * w / 2
    odd = q / denominator * w / 2
    loss = np.diag(even.sum(axis=1))
    constant_mode = np.ones((count, 1)) * w / 2
    phi_l = np.linalg.solve(loss - even + constant_mode, z)
    phi_t = np.linalg.solve(loss - odd, s)
    return np.array([3 * np.sum(w * z * phi_l) / 2,
                     3 * np.sum(w * s * phi_t) / 4])


def rate_scale(ml, mt, epsilon, density, energy):
    return (16 * np.pi * density * np.sqrt(ml)
            / (epsilon**2 * mt * (2 * energy)**1.5))


def ellipsoid_rates(ml, mt, epsilon, density, energy, eta):
    """One-harmonic rates from the original wave-vector surface."""
    c, w = np.polynomial.legendre.leggauss(160)
    k = np.sqrt(2 * energy / ((1 - c**2) / mt + c**2 / ml))
    surface = w * k**3 / (2 * energy)
    kz, kt = k * c, k * np.sqrt(1 - c**2)
    dz2 = (kz[:, None] - kz[None, :])**2
    qs2 = 2 * mt * energy * eta
    sum_l = np.zeros_like(dz2)
    sum_t = np.zeros_like(dz2)
    for angle in (np.arange(32) + 0.5) * 2 * np.pi / 32:
        dt2 = (kt[:, None]**2 + kt[None, :]**2
               - 2 * np.outer(kt, kt) * np.cos(angle))
        potential = 4 * np.pi / (epsilon * (dt2 + dz2 + qs2))
        rate = 2 * np.pi * density * potential**2 / (2 * np.pi)**3
        sum_l += rate * dz2 * 2 * np.pi / 32
        sum_t += rate * dt2 * 2 * np.pi / 32
    return np.array([surface @ sum_l @ surface / (2 * surface @ kz**2),
                     surface @ sum_t @ surface / (2 * surface @ kt**2)])


def diffusion_matrix(ratio, order, size=9):
    """Small-deflection dissipation without the factor log/16."""
    z, w = unit_gauss(200)
    a = ratio - (ratio - 1) * z**2
    theta_part, phi_part = [], []
    for degree in range(1, 2 * size, 2):
        polynomial = np.polynomial.legendre.Legendre.basis(degree)
        slope = polynomial.deriv()(z)
        if order == 0:
            theta_part.append(np.sqrt(1 - z**2) * slope)
            phi_part.append(np.zeros_like(z))
        else:
            scale = degree * (degree + 1) / 2
            curvature = polynomial.deriv(2)(z)
            theta_part.append((z * slope - (1 - z**2) * curvature) / scale)
            phi_part.append(slope / scale)
    theta_part, phi_part = np.array(theta_part), np.array(phi_part)
    return ((theta_part * w * a**-1.5) @ theta_part.T
            + (phi_part * w * a**-0.5) @ phi_part.T)


# Round model parameters.
ml, mt, epsilon = 1.6, 0.08, 16.0
thermal_energy, density = 1e-3, 1e-11
ratio = ml / mt
energy = 3 * thermal_energy
qs2 = 4 * np.pi * density / (epsilon * thermal_energy)
eta = qs2 / (2 * mt * energy)
scale = rate_scale(ml, mt, epsilon, density, energy)

# Original-surface integration tests both angular formula and prefactor.
direct_rates = ellipsoid_rates(ml, mt, epsilon, density, energy, 2.0)
formula_rates = scale / harmonic_times(ratio, 2.0)
assert np.allclose(direct_rates, formula_rates, rtol=1e-6, atol=0)

# Direct integral-equation solution tests the higher-harmonic calculation.
grid = grid_times(ratio, 0.002)
basis = full_times(ratio, 0.002)
assert np.allclose(grid, basis, rtol=2e-3, atol=0)

# Extract the weak-screening logarithm from the finite-screening operator.
diffusion = []
for order in (0, 1):
    slope = (collision_matrix(ratio, 1e-10, order)
             - collision_matrix(ratio, 1e-8, order)) / np.log(100)
    expected = diffusion_matrix(ratio, order)
    assert np.max(abs(slope - expected / 16)) < 1e-4 * np.max(expected / 16)
    diffusion.append(expected)

z, w = unit_gauss(200)
a = ratio - (ratio - 1) * z**2
limit_l = 0.75 * np.sum(w * (1 - z**2) * a**1.5)
upper_t = 1.5 * np.sum(w * (1 - z**2)**2 * np.sqrt(a))
numeric_l = inverse_first(diffusion[0]) / 3
limit_t = inverse_first(diffusion[1]) * 2 / 3
assert abs(numeric_l / limit_l - 1) < 2e-3
assert limit_t < upper_t
lower_bound = limit_l / upper_t
limit_ratio = limit_l / limit_t
assert limit_ratio > lower_bound > 10

small = full_times(ratio, 1e-8)
larger_basis = full_times(ratio, 1e-8, size=12)
assert np.allclose(small, larger_basis, rtol=2e-3, atol=0)

screenings = [1.0, 1e-1, 1e-2, 1e-3, 1e-4, 1e-6, 1e-8]
table = []
for value in screenings:
    one = harmonic_times(ratio, value)
    full = full_times(ratio, value)
    assert np.all(full >= one * (1 - 1e-7))
    table.append((value, one[0] / one[1], full[0] / full[1]))
assert np.all(np.diff([row[2] for row in table]) > 0)


def full_excess(log_eta):
    times = full_times(ratio, 10**log_eta)
    return times[0] / times[1] - 10


def one_excess(log_eta):
    times = harmonic_times(ratio, 10**log_eta)
    return times[0] / times[1] - 10


threshold = 10**brentq(full_excess, -16, 0, xtol=1e-5)
one_threshold = 10**brentq(one_excess, -16, 0)
threshold_density = (threshold * 2 * mt * energy * epsilon
                     * thermal_energy / (4 * np.pi))


def thermal_times(count):
    x, weights = roots_genlaguerre(count, 3)
    reduced = np.array([full_times(ratio, qs2 / (2 * mt * thermal_energy * v))
                        for v in x])
    thermal_scale = rate_scale(ml, mt, epsilon, density, thermal_energy)
    return weights @ reduced / (gamma(2.5) * thermal_scale)


average = thermal_times(12)
average_check = thermal_times(18)
assert np.allclose(average, average_check, rtol=2e-3, atol=0)
mobility = average_check / np.array([ml, mt])
thermal_k = mobility[1] / mobility[0]
assert thermal_k < ratio / 2

one = harmonic_times(ratio, eta)
full = full_times(ratio, eta)
times = full / scale
a0 = const.physical_constants["Bohr radius"][0]
hartree = const.physical_constants["Hartree energy"][0]
time_unit = const.hbar / hartree
mobility_unit = const.e * a0**2 / const.hbar * 1e4
density_unit = 1e-6 / a0**3
velocity = np.sqrt(2 * energy / np.array([ml, mt]))
coulomb = 1 / (epsilon * velocity)

print(f"longitudinal mass: {ml:.3f} electron masses")
print(f"transverse mass: {mt:.3f} electron masses")
print(f"mass ratio: {ratio:.3f}")
print(f"dielectric constant: {epsilon:.2f}")
print(f"thermal energy: {thermal_energy:.4e} hartree")
print(f"temperature: {thermal_energy * hartree / const.k:.1f} K")
print(f"electron and impurity density: {density:.4e} a0^-3")
print(f"same density: {density * density_unit:.4e} cm^-3")
print(f"example energy 3kT: {energy:.4e} hartree")
print(f"inverse screening length squared: {qs2:.4e} a0^-2")
print(f"screening length: {1 / np.sqrt(qs2):.2f} a0")
print(f"screening length/impurity spacing: {density**(1/3) / np.sqrt(qs2):.4f}")
print(f"example eta: {eta:.4e}")
print(f"Coulomb parameter 1/(epsilon v_l): {coulomb[0]:.4f}")
print(f"Coulomb parameter 1/(epsilon v_t): {coulomb[1]:.4f}")
print(f"rate scale Gamma_0: {scale:.5e} atomic units")
print(f"one-harmonic reduced tau_l: {one[0]:.5f}")
print(f"one-harmonic reduced tau_t: {one[1]:.5f}")
print(f"one-harmonic example ratio: {one[0] / one[1]:.4f}")
print(f"full reduced tau_l: {full[0]:.5f}")
print(f"full reduced tau_t: {full[1]:.5f}")
print(f"full tau_l at 3kT: {times[0]:.5e} atomic units")
print(f"full tau_t at 3kT: {times[1]:.5e} atomic units")
print(f"full tau_l at 3kT: {times[0] * time_unit * 1e12:.4f} ps")
print(f"full tau_t at 3kT: {times[1] * time_unit * 1e12:.4f} ps")
print(f"full example tau_l/tau_t: {full[0] / full[1]:.4f}")
print(f"example K at 3kT: {ratio * full[1] / full[0]:.4f}")
print(f"limit tau_l without common factor: {limit_l:.5f}")
print(f"limit tau_t without common factor: {limit_t:.5f}")
print(f"upper bound on limit tau_t: {upper_t:.5f}")
print(f"lower bound on limiting ratio: {lower_bound:.5f}")
print(f"full limiting ratio: {limit_ratio:.4f}")
print(f"limiting K: {ratio / limit_ratio:.4f}")
for value, one_ratio, full_ratio in table:
    print(f"eta {value:.0e}: one-harmonic ratio {one_ratio:.4f}, "
          f"full ratio {full_ratio:.4f}, K {ratio / full_ratio:.4f}")
print(f"one-harmonic threshold eta for ratio ten: {one_threshold:.4e}")
print(f"full threshold eta for ratio ten: {threshold:.4e}")
print(f"density at full threshold, E=3kT: {threshold_density:.4e} a0^-3")
print(f"same threshold density: {threshold_density * density_unit:.4e} cm^-3")
print(f"thermal mean tau_l: {average_check[0]:.5e} atomic units")
print(f"thermal mean tau_t: {average_check[1]:.5e} atomic units")
print(f"longitudinal mobility: {mobility[0]:.5e} atomic units")
print(f"transverse mobility: {mobility[1]:.5e} atomic units")
print(f"longitudinal mobility: {mobility[0] * mobility_unit:.4e} cm^2/(V s)")
print(f"transverse mobility: {mobility[1] * mobility_unit:.4e} cm^2/(V s)")
print(f"thermal mobility anisotropy K: {thermal_k:.4f}")
print("success")
```

Printed output:

```
longitudinal mass: 1.600 electron masses
transverse mass: 0.080 electron masses
mass ratio: 20.000
dielectric constant: 16.00
thermal energy: 1.0000e-03 hartree
temperature: 315.8 K
electron and impurity density: 1.0000e-11 a0^-3
same density: 6.7483e+13 cm^-3
example energy 3kT: 3.0000e-03 hartree
inverse screening length squared: 7.8540e-09 a0^-2
screening length: 11283.79 a0
screening length/impurity spacing: 2.4310
example eta: 1.6362e-05
Coulomb parameter 1/(epsilon v_l): 1.0206
Coulomb parameter 1/(epsilon v_t): 0.2282
rate scale Gamma_0: 6.67995e-08 atomic units
one-harmonic reduced tau_l: 30.70079
one-harmonic reduced tau_t: 2.63378
one-harmonic example ratio: 11.6566
full reduced tau_l: 39.37728
full reduced tau_t: 3.64747
full tau_l at 3kT: 5.89485e+08 atomic units
full tau_t at 3kT: 5.46032e+07 atomic units
full tau_l at 3kT: 14258.9590 ps
full tau_t at 3kT: 1320.7884 ps
full example tau_l/tau_t: 10.7958
example K at 3kT: 1.8526
limit tau_l without common factor: 33.42875
limit tau_t without common factor: 2.89793
upper bound on limit tau_t: 3.30916
lower bound on limiting ratio: 10.10190
full limiting ratio: 11.5354
limiting K: 1.7338
eta 1e+00: one-harmonic ratio 7.0232, full ratio 7.1349, K 2.8031
eta 1e-01: one-harmonic ratio 9.5438, full ratio 9.3559, K 2.1377
eta 1e-02: one-harmonic ratio 10.6338, full ratio 10.1179, K 1.9767
eta 1e-03: one-harmonic ratio 11.1735, full ratio 10.4720, K 1.9099
eta 1e-04: one-harmonic ratio 11.4886, full ratio 10.6816, K 1.8724
eta 1e-06: one-harmonic ratio 11.8392, full ratio 10.9223, K 1.8311
eta 1e-08: one-harmonic ratio 12.0297, full ratio 11.0570, K 1.8088
one-harmonic threshold eta for ratio ten: 4.7046e-02
full threshold eta for ratio ten: 1.6779e-02
density at full threshold, E=3kT: 1.0255e-08 a0^-3
same threshold density: 6.9202e+16 cm^-3
thermal mean tau_l: 5.06952e+08 atomic units
thermal mean tau_t: 4.69316e+07 atomic units
longitudinal mobility: 3.16845e+08 atomic units
transverse mobility: 5.86645e+08 atomic units
longitudinal mobility: 1.3480e+07 cm^2/(V s)
transverse mobility: 2.4958e+07 cm^2/(V s)
thermal mobility anisotropy K: 1.8515
success
```
